Why Quantum-Dot Biexcitons Bind or Antibind

**1. What scaling and symmetry fix**

A quantum dot holds two electrons of opposite spin and two holes of opposite spin. Let E_X be the ground energy of one electron and one hole in the dot, and E_XX that of all four particles. The biexciton shift is

Δ = E_XX − 2E_X.

Both energies are counted from the band edges, so the band gap Eg must be added to obtain photon energies. The photon emitted in the step from biexciton to exciton has energy Eg + E_XX − E_X, and the photon emitted by the exciton has energy Eg + E_X. The gap cancels in their difference. Thus Δ is the first photon energy minus the second. The biexciton is called binding if Δ < 0 and antibinding if Δ > 0. The name refers to this comparison: an antibinding biexciton does not fly apart, because the dot confines it.

The model is planar, with one effective-mass band for each carrier, parabolic confinement and uniform static screening. Electron-hole exchange is left out. The ground orbitals are proportional to exp(−r²/2l²), with l = le for electrons and lh for holes, and the level spacings are

ħωe = ħ²/(me le²),  ħωh = ħ²/(mh lh²).

The interaction of two like charges is V = k/|r − r'|, with k = e²/(4πε0ε).

Measure lengths in le and energies in ħωe. At fixed ratios lh/le and mh/me, the Hamiltonian then contains one remaining number, the coupling

λ = (k/le)/ħωe = k me le/ħ².

Hence Δ = ħωe f(λ). Without interaction Δ is zero, so at weak coupling f(λ) = dλ − cλ² + …. Since ħωe λ = k/le and ħωe λ² = k²me/ħ²,

Δ = d k/le − c k²me/ħ² + ….

The first-order part grows as the dot shrinks; the second-order part does not depend on size.

Symmetry constrains d. If electron and hole have the same density, the exciton is neutral at every point and has no first-order electrostatic interaction with a second exciton. The first-order shift must therefore be built from the difference of the two densities. It remains to find the sign of d, the physical content of both coefficients, and the sign of c in worked examples.

**2. The direct term alone**

Keep only the ground orbitals, with densities ρe and ρh, each normalized to one. Define

J_ab = ∫∫ ρa(r) V(r − r') ρb(r') d²r d²r'.

With single-particle energies εe and εh, the exciton has one attractive pair:

E_X = εe + εh − Jeh.

The biexciton has one electron pair, one hole pair and four electron-hole pairs. Opposite spins remove exchange between like carriers, so

E_XX = 2εe + 2εh + Jee + Jhh − 4Jeh.

Subtracting 2E_X removes the single-particle energies and two of the four attractions:

D = Jee + Jhh − 2Jeh.

The other two attractions were already present inside the separate excitons. Since V is symmetric, the three integrals combine into

D = ∫∫ [ρe(r) − ρh(r)] V(r − r') [ρe(r') − ρh(r')] d²r d²r'.

The sign follows in Fourier space. The transform of k/r in the plane is

V(q) = 2πk ∫₀^∞ J₀(qr) dr = 2πk/q > 0,

where J₀ is the Bessel function. Therefore

D = ∫ d²q/(2π)² (2πk/q) |ρe(q) − ρh(q)|² ≥ 0.

Equality requires ρe(q) = ρh(q) for all q, which means equal densities. Physically, D is twice the electrostatic energy of the charge distribution ρh − ρe, and a field energy cannot be negative. Two identical clouds of net charge, placed on top of each other, repel: each positive region of one lies on a positive region of the other. With frozen ground orbitals, then, a biexciton is antibinding or, for equal densities, unshifted.

For round densities the angular integral gives 2π, and the factor q in d²q cancels the 1/q of the interaction:

D = k ∫₀^∞ |ρe(q) − ρh(q)|² dq.

The Gaussian density exp(−r²/l²)/(πl²) has the transform exp(−q²l²/4). Hence

J_ab = k ∫₀^∞ exp[−q²(la² + lb²)/4] dq = k√π/√(la² + lb²),

D = k√π [1/(√2 le) + 1/(√2 lh) − 2/√(le² + lh²)].

Two limits show how sensitive D is to the mismatch. For nearly equal lengths, write le = l(1 + δ/2) and lh = l(1 − δ/2). To second order in δ,

1/le + 1/lh = (2/l)(1 + δ²/4),
2/√(le² + lh²) = (√2/l)(1 − δ²/8).

The terms of order zero cancel, and

D ≈ k√π (√2/l)(δ²/4 + δ²/8) = (3√(2π)/8) kδ²/l.

A small mismatch thus costs energy in second order. In the opposite limit, lh much smaller than le, the hole repulsion dominates and D ≈ k√(π/2)/lh.

Width is not the whole of the matter; shape counts too. At small q a round density has ρ(q) ≈ 1 − q²⟨r²⟩/4, so the leading difference is set by the mean square radii. Take lh = 0.6 le. The electron has ⟨r²⟩ = le², and a Gaussian hole has lh² = 0.36 le². A ring-shaped hole density proportional to r² exp(−r²/lh²) has 2lh² = 0.72 le², closer to the electron. The direct term falls from 0.302 k/le for the Gaussian to 0.052 k/le for the ring. The mean square radius does not settle everything: by the formula for D, a Gaussian hole with the ring's mean square radius would give a still smaller value, so the remaining difference in shape also costs energy.

**3. An upper bound that includes correlation**

With excited shells admitted, the particles correlate and the densities change. One statement survives at any coupling.

Let Φ(e,h) be the normalized exciton ground state of the full interacting problem. Because the two electrons have different spins, the amplitude for the spin-up electron at e1 and the spin-down electron at e2 is not restricted by antisymmetry. The same holds for the holes. The product

Ψ = Φ(e1,h1) Φ(e2,h2)

is therefore an allowed trial state for the biexciton. The Hamiltonian is the sum of two exciton Hamiltonians and the interaction between them,

W = V(e1−e2) + V(h1−h2) − V(e1−h2) − V(h1−e2).

The first part gives 2E_X. In the expectation value of W each term joins a particle of one exciton to a particle of the other, and the product form makes these independent. The result is the direct term D_X, evaluated with the densities of the correlated exciton. By the variational principle,

Δ ≤ D_X.

This is an upper bound, not an estimate of Δ. It also holds in a finite orbital basis, since the product state lies in the biexciton space built from the same orbitals.

If electron and hole have equal masses and equal confinement, interchanging them leaves the exciton problem unchanged. Its ground state is not degenerate, so the two densities are equal, D_X = 0, and Δ ≤ 0. A dot with this symmetry between electron and hole, called mirror-symmetric below, cannot antibind in this model, however strong the interaction.

**4. Second order: single excitations**

To see what lies below the bound, expand in the interaction. Label the real orbitals of each carrier 0, 1, 2, …, with excitation energies w_i above the ground orbital. For electrons define

a_i = ∫∫ φ0(r)φi(r) V(r − r') ρe(r') d²r d²r',
b_i = ∫∫ φ0(r)φi(r) V(r − r') ρh(r') d²r d²r'.

Thus a_i is the matrix element produced by another electron and b_i the one produced by a hole, up to the sign of the charge. For holes the same definitions hold with the carriers interchanged.

In the exciton, the electron is excited to orbital i by the attraction of the hole, with matrix element −b_i. The second-order energy is −Σ b_i²/w_i. In the biexciton, each electron feels one other electron and two holes, so its matrix element is a_i − 2b_i. There are two electrons, and their energy is −2Σ (a_i − 2b_i)²/w_i. Subtracting two excitons gives

S = −2 Σ [(a_i − 2b_i)² − b_i²]/w_i
 = −2 Σ (a_i − b_i)(a_i − 3b_i)/w_i,

where the second line is a difference of two squares. Its sign is not fixed. To separate the physics, write a_i − 3b_i = (a_i − b_i) − 2b_i:

S = 4 Σ b_i(a_i − b_i)/w_i − 2 Σ (a_i − b_i)²/w_i.

The second sum is polarization. The electron of one exciton feels the net charge of the other exciton, one electron and one hole, through the matrix element a_i − b_i. Its response lowers the energy by (a_i − b_i)²/w_i, and there are two electrons. Adding the holes gives −P, with

P = 2 Σ_e (a_i − b_i)²/w_i + 2 Σ_h (a_i − b_i)²/w_i ≥ 0.

The first sum is relaxation inside each exciton. To first order, the exciton state contains orbital i with amplitude c_i = b_i/w_i, because the matrix element is −b_i and perturbation theory supplies another minus sign. The electron density changes by δρe = 2Σ c_i φ0φi. Double excitations do not enter δρe at this order, because their hole orbital is orthogonal to the ground hole orbital. The direct term is quadratic in ρe − ρh, so it changes by

2 ∫∫ δρe V (ρe − ρh) = 4 Σ b_i(a_i − b_i)/w_i,

which is the first sum. With the holes included it is called R. To this order D_X = D + R.

R has an electron part and a hole part, and the sign of each depends on which carrier is wider. Consider a change of width of a Gaussian. Since Jeh falls when either length grows, attraction makes both clouds contract. The effect on D follows from

∂D/∂le = k√π [−1/(√2 le²) + 2le/(le² + lh²)^(3/2)].

This is positive if 2√2 le³ > (le² + lh²)^(3/2), that is, if 2le² > le² + lh², or le > lh. Interchanging the labels shows that ∂D/∂lh is negative in the same case. Contraction of the wider electron cloud brings it closer to the hole and lowers D; contraction of the narrower hole cloud takes it further from the electron and raises D. The sign of R as a whole depends on which part is larger.

**5. Second order: double excitations**

Two particles can also be excited together. For carriers a and b define

C_ab = Σ_ij (0i|0j)²/(w_i + w_j),

where (0i|0j) is the Coulomb integral between φ0φi of the first carrier and φ0φj of the second, and both i and j are excited orbitals. Each interacting pair lowers the energy by its C_ab, whatever the sign of its interaction, because the matrix element is squared.

The biexciton has one electron pair, one hole pair and four electron-hole pairs. Two separate excitons have two electron-hole pairs. The difference is −C, with

C = Cee + Chh + (4 − 2)Ceh = Cee + Chh + 2Ceh > 0.

The four terms correspond to the four pairs in W. They describe correlated charge fluctuations between the excitons, akin to the dispersion attraction of two neutral molecules. Correlation inside each exciton has cancelled.

Collecting all terms,

Δ = D + R − P − C + third order.

For equal densities a_i = b_i, so D, R and P vanish, while C remains. Binding then needs no direct term.

The use of second order at small size requires that the sums be finite in a complete basis. This needs an argument, because the mean of 1/r² diverges in the plane. Take one pair with H0 its non-interacting Hamiltonian, E0 its lowest energy, and s its second-order sum over states n, s = Σ |⟨n|V|0⟩|²/(E_n − E0). Define χ = Σ |n⟩⟨n|V|0⟩/(E_n − E0), first over finitely many states. Then

s = ⟨χ|V|0⟩ = ⟨χ|H0 − E0|χ⟩.

Since V is positive, the Cauchy-Schwarz inequality gives s² ≤ J⟨χ|V|χ⟩, with J = ⟨0|V|0⟩. The planar hydrogen problem has the finite ground energy −2μk²/ħ², μ being the reduced mass, so the mean of V is at most the mean kinetic energy plus 2μk²/ħ² times the norm. As χ contains excited states alone, this is at most A⟨χ|H0 − E0|χ⟩ = As for some finite A. Hence s ≤ AJ, however many states are included. For unequal densities the term D, growing as 1/le, therefore wins in a sufficiently small dot.

**6. Weighing the terms in one dot**

Take round model parameters: me = 0.04 and mh = 0.08 free-electron masses, ε = 15 and lh = 0.6 le. Then k = 96.0 meV nm and ħ²/me = 1905 meV nm². The direct coefficient is

D le/k = √π [(1 + 1/0.6)/√2 − 2/√1.36] = 0.302.

The second-order terms were summed over five oscillator shells, or 15 orbitals per carrier. Their energy unit is

k²me/ħ² = 96.0²/1905 = 4.84 meV.

In this basis the contributions are

R = −1.61 + 0.47 = −1.14 meV (electron part, then hole part),
−P = −0.78 meV,
−C = −4.04 meV.

Their sum is −5.96 meV. The two parts of R have the signs found above for a wider electron. Fluctuations are the largest contribution. In these five shells relaxation and polarization together supply about a third of the sum. These numbers are not converged. R and P settle quickly, but the missing part of C falls only as one over the number of shells. Summed over all shells, R = −1.27, P = 0.84 and C = 6.0 meV, the total is −8.1 meV, and the share of relaxation and polarization is about a quarter.

In this five-shell basis, the second-order zero of Δ lies where D equals 5.96 meV:

le = 0.302 × 96.0/5.96 ≈ 4.9 nm.

With the sum over all shells, −8.1 meV, the second-order zero lies at 3.6 nm instead.

Full configuration interaction in the same five shells diagonalizes the Hamiltonian without expanding in λ. All entries below except the first column are in meV.

le (nm) | D | D_X | Δ, second order | Δ, full
3 | 9.68 | 8.60 | 3.72 | 4.49
6 | 4.84 | 3.84 | −1.12 | 0.33
12 | 2.42 | 1.56 | −3.54 | −1.02

At 3 nm the direct parts are Jee = 40.1, Jhh = 66.8 and Jeh = 48.6 meV. Their combination, 40.1 + 66.8 − 2 × 48.6 = 9.7 meV, is much smaller than any one of them. The shift is a small remainder of large energies, so terms of a few meV matter; in a larger dot, where D is smaller, they can reverse its sign.

The full shift lies below D_X in all three cases, as it must. At 3 nm, D_X − D is −1.08 meV, close to the second-order relaxation of −1.14 meV. The remaining drop from D_X to Δ is 4.11 meV, against P + C = 4.82 meV.

In this five-shell basis, second order overstates the lowering. The full shift lies above it by 0.78, 1.45 and 2.52 meV at the three sizes. A third-order term scales as ħωe λ³, which is proportional to le and would double at each step. The observed factors are 1.9 and 1.7, so the difference behaves roughly like a positive third-order term, with higher orders reducing its growth. At 6 nm this is enough to change the sign within the five-shell basis: second order says binding, and the full calculation says weak antibinding. As section 7 shows, this small positive value does not survive in six or seven shells. The five-shell zero moves from 4.9 to 6.6 nm.

A separate test of the expansion used four shells and very weak coupling. The slope of the full shift agreed with D, and the coefficient of its λ² term with R − P − C.

**7. How far the numbers can be trusted**

The shift at 6 nm depends strongly on the basis. With two, three, four and five shells it is 3.14, 1.70, 0.96 and 0.33 meV. The last step, −0.63 meV, is larger in size than the value that remains. Six and seven shells give −0.01 and −0.32 meV, so the positive sign at 6 nm belongs to five shells or fewer, and 6.6 nm is the crossing of the five-shell model, not a converged size. The trend points towards more binding and a smaller crossing size. It gives no bound, because E_XX and 2E_X both fall as the basis grows and their difference need not fall steadily.

At 3 nm the shift falls from 4.49 meV in five shells to 4.13 and 3.81 meV in six and seven. A single basis step understates the remaining error: the second-order part missing from five shells is about 2.2 meV at every size, half of the five-shell shift at 3 nm. Removing it still leaves about 2 meV, which makes the positive sign credible but does not prove it. At 12 nm four to seven shells give −0.52, −1.02, −1.31 and −1.57 meV; the sign is stable along this series, but the value is not converged.

Two electrons alone give another measure of the basis. At coupling λ = 1 their energy in a parabolic dot is known in closed form, 3ħω, and five shells give 3.018ħω. That is an error of 0.6% of the total energy, which looks harmless. A shift made of cancelling energies is far less forgiving. Attractive electron-hole pairs can converge more slowly than this repulsive pair, since they must build up amplitude at short distance.

The mirror-symmetric case isolates correlation. With both masses 0.04 and le = lh = 6 nm, D and D_X vanish. The full five-shell shift is −2.4 meV, and second order gives −3.3 meV in five shells and −4.6 meV when summed over all shells. Here a larger basis cannot make the shift positive, since the bound of section 3 excludes that in any basis that treats electron and hole alike, including a complete one.

**8. Where the argument changes**

For unequal densities the small-dot limit is firm within the model: λ tends to zero and D dominates. The size at which this happens depends strongly on the parameters. The dot of section 6 confines the hole in a potential (me/mh)(le/lh)⁴ = 3.9 times stiffer than the electron's, which puts the hole spacing above the electron spacing. With the same masses in a common potential, lh/le = (me/mh)^(1/4) = 0.84 and D is only 0.031 k/le; the second-order zero then lies near le = 0.4 nm, where the effective-mass model no longer applies. A real dot has finite barriers. If it is made very small, the carriers leak into the surroundings and their orbitals widen again, so le cannot be reduced at will. At le = 3 nm the model's level spacings are already 212 meV for the electron and 294 meV for the hole, which a real dot may be too shallow to support. The planar interaction k/r also assumes that the dot's height is much smaller than le, which often fails at this size. If both carriers have the same vertical profile, a finite height multiplies V(q) by a positive factor below one for q > 0, and so lowers D. The energies at 3 nm therefore illustrate the planar model and are not predictions for a real dot. The large-dot side is weaker. As λ grows the expansion loses its authority, and the bound Δ ≤ D_X permits either sign. For the dot of section 6, binding at larger size is what second order predicts and what the five-shell calculation finds at 12 nm; it has not been shown here for every mass ratio and shape.

The direct term can also be changed without changing the size. An in-plane electric field that pulls electron and hole apart makes their densities differ even when their widths are equal, and so makes D positive. Bringing the densities closer to each other, as the ring-shaped hole did, reduces D. If the second-order terms stay similar, which was not tested here, the sign then changes in a smaller dot.

The derivation relies on opposite spins within each pair of like carriers. With parallel spins the second carrier must occupy a higher orbital, and both the pair counting and the product trial state fail. Electron-hole exchange and mixing of hole bands would add terms to Δ that are absent here. Near the crossing size, where |Δ| is small, such terms need not be large to decide its sign.

The values for the dot of section 6 and the mirror-symmetric dot with up to five shells, and the ring value of section 2, are listed in the numerical output.

Numbers as computed

```
Electron, hole mass: 0.04, 0.08 free-electron masses
Relative permittivity: 15.0; hole/electron length: 0.6
Coulomb constant k: 95.998 meV nm
hbar^2/m_e*: 1904.99 meV nm^2
Direct term D: 0.30244 k/le
Direct term, ring-shaped hole density: 0.05199 k/le
Second-order unit k^2 m_e*/hbar^2: 4.8376 meV
Relaxation R, electron part: -1.611 meV
Relaxation R, hole part: 0.472 meV
Polarization P: 0.781 meV
Fluctuation C: 4.042 meV
Second-order sum R-P-C: -5.962 meV
Electron length le: 3.0 nm; coupling 0.1512
  level spacing electron, hole: 211.67, 293.98 meV
  Jee, Jhh, Jeh: 40.105, 66.842, 48.635 meV
  frozen D: 9.678 meV; D_X: 8.603 meV
  shift, second order: 3.716 meV
  shift, full CI: 4.491 meV
Electron length le: 6.0 nm; coupling 0.3024
  level spacing electron, hole: 52.92, 73.50 meV
  Jee, Jhh, Jeh: 20.053, 33.421, 24.317 meV
  frozen D: 4.839 meV; D_X: 3.835 meV
  shift, second order: -1.123 meV
  shift, full CI: 0.331 meV
Electron length le: 12.0 nm; coupling 0.6047
  level spacing electron, hole: 13.23, 18.37 meV
  Jee, Jhh, Jeh: 10.026, 16.710, 12.159 meV
  frozen D: 2.419 meV; D_X: 1.561 meV
  shift, second order: -3.543 meV
  shift, full CI: -1.024 meV
Zero shift, second order: le = 4.87 nm
Zero shift, full CI: le = 6.63 nm
Full CI shift at 6.0 nm, 2 shells: 3.137 meV
Full CI shift at 6.0 nm, 3 shells: 1.695 meV
Full CI shift at 6.0 nm, 4 shells: 0.959 meV
Full CI shift at 6.0 nm, 5 shells: 0.331 meV
Two-electron energy, 5 shells: 3.0176 hbar*omega (closed solution 3)
Equal masses and lengths, le = lh = 6.0 nm, both masses 0.04:
  full CI shift: -2.376 meV
  second-order shift: -3.299 meV
```
